\section*{Two scattering mechanisms: the summed resistivities are a lower bound}

\section{Two groups of carriers in parallel}

Take a conductor with two groups of carriers that do not exchange particles. Both have the same Drude weight $D=ne^2/m$. Mechanism 1 relaxes the current of group $g$ at the rate $a_g$, mechanism 2 at the rate $b_g$, and with both present the rates add.

Under mechanism 1 alone a field $E$ drives the currents $j_g=DE/a_g$. The conductivity is $D(1/a_1+1/a_2)$, so
\begin{equation}
\rho_1=\frac{a_1a_2}{D\,s_a},\qquad s_a=a_1+a_2 .
\end{equation}
The fraction of the current carried by group 1 is $x_a=(1/a_1)/(1/a_1+1/a_2)=a_2/s_a$.

The same result follows from a minimum. Group $g$ has resistivity $a_g/D$, so a total current of one, split into $x$ and $1-x$, dissipates $1/D$ times
\begin{align}
a_1x^2+a_2(1-x)^2
&=s_ax^2-2a_2x+a_2\notag\\
&=s_a(x-x_a)^2+a_2-\frac{a_2^2}{s_a}
=s_a(x-x_a)^2+\frac{a_1a_2}{s_a}.
\end{align}
The minimum lies at the physical split $x=x_a$, and its value is $D\rho_1$. Mechanism 2 gives the same with $s_b=b_1+b_2$ and $x_b=b_2/s_b$.

With both mechanisms the rates are $a_g+b_g$, and the dissipation is the sum of the two expressions. Hence
\begin{equation}
D(\rho-\rho_1-\rho_2)=\min_x\left[s_a(x-x_a)^2+s_b(x-x_b)^2\right].
\end{equation}
Setting the derivative to zero gives $x=(s_ax_a+s_bx_b)/(s_a+s_b)$. Then $x-x_a=s_b(x_b-x_a)/(s_a+s_b)$ and $x-x_b=s_a(x_a-x_b)/(s_a+s_b)$, so
\begin{equation}
\rho-\rho_1-\rho_2=\frac{1}{D}\,\frac{s_as_b}{s_a+s_b}\,(x_a-x_b)^2\ \ge 0 .
\end{equation}

Each mechanism alone lets the current choose its own best split. Together they must share one split, which is a compromise unless $x_a=x_b$, that is, unless $a_1/a_2=b_1/b_2$.

\emph{Limit.} Let $a_2\to0$ and $b_1\to0$, so that each mechanism scatters one group only. Then $\rho_1,\rho_2\to0$, because the unscattered group short-circuits the other. The joint resistivity stays finite, $\rho=a_1b_2/[D(a_1+b_2)]$.

\section{From rates to a collision operator}

In a real band, scattering also moves electrons between states, so independent groups do not suffice. Consider one spin-degenerate band in zero magnetic field, with a finite set of states $k$ (a finite crystal or a grid). Let $W_{kk'}$ be the rate from $k$ to $k'$, with the spin conserved. The collision term is
\begin{equation}
C_k=\sum_{k'}\left[W_{k'k}f_{k'}(1-f_k)-W_{kk'}f_k(1-f_{k'})\right].
\end{equation}
The scatterers are assumed to stay in equilibrium, which excludes phonon drag. For rates given by the golden rule (which excludes skew scattering), detailed balance then makes
\begin{equation}
F_{kk'}=W_{kk'}f^0_k(1-f^0_{k'})
\end{equation}
symmetric, where $f^0$ is the Fermi function. Write $f=f^0+w\varphi$ with
$w=-\partial f^0/\partial\varepsilon=f^0(1-f^0)/k_BT$. Then
\begin{equation}
\frac{f_k}{f^0_k}=1+\frac{(1-f^0_k)\varphi_k}{k_BT},\qquad
\frac{1-f_k}{1-f^0_k}=1-\frac{f^0_k\varphi_k}{k_BT}.
\end{equation}
To first order in $\varphi$, the term into $k$ minus the term out of $k$ is
\begin{align}
&\frac{F_{kk'}}{k_BT}\left\{\left[(1-f^0_{k'})\varphi_{k'}-f^0_k\varphi_k\right]
-\left[(1-f^0_k)\varphi_k-f^0_{k'}\varphi_{k'}\right]\right\}\notag\\
&\qquad=\frac{F_{kk'}}{k_BT}(\varphi_{k'}-\varphi_k).
\end{align}
The Pauli factors survive only inside $F$. Therefore $C=-P\varphi$ with
\begin{equation}
(P\varphi)_k=\frac1{k_BT}\sum_{k'}F_{kk'}(\varphi_k-\varphi_{k'}).
\end{equation}

Define $\langle a,b\rangle=(2/\mathcal A)\sum_ka_kb_k$, where $\mathcal A$ is the area (the volume in three dimensions) and 2 counts the spins. $P$ is symmetric because $F$ is. Averaging $\langle\varphi,P\varphi\rangle$ with the same sum after exchanging $k$ and $k'$ gives
\begin{equation}
\langle\varphi,P\varphi\rangle=\frac{1}{2k_BT}\,\frac{2}{\mathcal A}\sum_{kk'}F_{kk'}(\varphi_k-\varphi_{k'})^2\ge0 .
\label{eq:psd}
\end{equation}
If this vanishes, then $\varphi_k=\varphi_{k'}$ wherever $F_{kk'}\neq0$, and so $P\varphi=0$.

Now let the rates of two mechanisms add, $W=W_1+W_2$, and let the band, temperature and chemical potential be the same whether one or both act. Then $f^0$ is common, $F$ is linear in $W$, and $P=P_1+P_2$.

\emph{Limit.} For elastic scattering any function of energy alone is a null vector of $P$. Solutions of equations with $P$ are therefore fixed only up to null vectors, and ``proportional solutions'' has to be read with this freedom.

\section{The linear equation and the conductivity}

Let the field point along $x$ in an isotropic or cubic conductor, or along an axis that is principal for each mechanism alone and for both together, so that $\rho=1/\sigma$ in each case. For charge $-e$ we have $\hbar\dot k_x=-eE$ and $\partial f^0/\partial k_x=-\hbar v_xw$. The steady state requires
\begin{equation}
\dot k_x\frac{\partial f^0}{\partial k_x}=eEv_xw=C=-P\varphi .
\end{equation}
With $\varphi=-E\psi$ and $X=ev_xw$ this becomes
\begin{equation}
P\psi=X .
\end{equation}
The equilibrium part carries no current, so
\begin{equation}
j=-e\,\frac2{\mathcal A}\sum_kv_xw\varphi=E\langle X,\psi\rangle,
\qquad \sigma=\langle X,\psi\rangle=\langle\psi,P\psi\rangle .
\end{equation}

\emph{Limit.} Take two-dimensional elastic scattering with total rate $\Gamma(\varepsilon)$ and angular weight proportional to $1+\cos(\theta-\theta')$. Here $f^0_k=f^0_{k'}$, so $F_{kk'}=k_BT\,w\,W_{kk'}$. The average of $[1+\cos(\theta-\theta')]\cos\theta'$ over $\theta'$ is $\tfrac12\cos\theta$. Thus $P$ multiplies $v_x$, times any function of energy, by $w\Gamma/2$, and
\begin{equation}
\psi=ev_x\tau,\qquad \tau=2/\Gamma .
\label{eq:tau}
\end{equation}
This is the familiar transport time: forward scattering relaxes the current less.

\section{The variational principle}

The split $x$ of the first section becomes a function $\eta$ of unit current, $\langle X,\eta\rangle=1$. For each of $P_1$, $P_2$ and $P$ we need a special one, $\chi_i$, with
\begin{equation}
\langle X,\chi_i\rangle=1,\qquad P_i\chi_i=\rho_iX .
\label{eq:chi}
\end{equation}
It exists in both possible cases, given $X\neq0$.

If $X$ is orthogonal to all null vectors of the symmetric matrix $P_i$, then $P_i\psi_i=X$ has a solution. Its conductivity $\sigma_i=\langle\psi_i,P_i\psi_i\rangle$ is positive, since zero would imply $P_i\psi_i=0\neq X$. Take $\chi_i=\psi_i/\sigma_i$ and $\rho_i=1/\sigma_i$.

If instead some null vector $\nu$ has $\langle X,\nu\rangle\neq0$, it is a current that the collisions do not relax. The resistivity is then $\rho_i=0$, and $\chi_i=\nu/\langle X,\nu\rangle$ satisfies \eqref{eq:chi}.

For any $\eta$ of unit current put $\delta=\eta-\chi_i$, so that $\langle X,\delta\rangle=0$. By the symmetry of $P_i$,
\begin{align}
\langle\eta,P_i\eta\rangle
&=\langle\chi_i,P_i\chi_i\rangle+2\langle\delta,P_i\chi_i\rangle+\langle\delta,P_i\delta\rangle\notag\\
&=\rho_i\langle\chi_i,X\rangle+2\rho_i\langle\delta,X\rangle+\langle\delta,P_i\delta\rangle\notag\\
&=\rho_i+\langle\eta-\chi_i,P_i(\eta-\chi_i)\rangle\ \ge\rho_i .
\label{eq:var}
\end{align}
So $\rho_i$ is the minimum of $\langle\eta,P_i\eta\rangle$ at unit current. Without the normalization it is the minimum of $\langle\eta,P_i\eta\rangle/\langle X,\eta\rangle^2$.

\emph{Limit.} For a fixed $\eta$ the functional is linear in $P$, so the estimates for the two mechanisms add up to the joint estimate. A single trial function cannot show any departure from additivity. The departure arises because the minimizer changes.

\section{The bound and the case of equality}

Let $\chi$ be the function \eqref{eq:chi} for the joint operator, so that $\rho=\langle\chi,P\chi\rangle=\langle\chi,P_1\chi\rangle+\langle\chi,P_2\chi\rangle$. Since $\chi$ has unit current, it may be inserted in \eqref{eq:var} for each mechanism:
\begin{equation}
\rho-\rho_1-\rho_2=\sum_{i=1,2}\langle\chi-\chi_i,P_i(\chi-\chi_i)\rangle\ \ge0 .
\label{eq:excess}
\end{equation}
This proves $\rho\ge\rho_1+\rho_2$ and gives the excess.

If equality holds, both terms vanish. By the remark after \eqref{eq:psd}, $P_i(\chi-\chi_i)=0$, hence
\begin{equation}
P_1\chi=\rho_1X,\qquad P_2\chi=\rho_2X .
\label{eq:common}
\end{equation}
One function serves both mechanisms. If $\rho_1$ and $\rho_2$ are positive, $\chi/\rho_1$ and $\chi/\rho_2$ solve the separate Boltzmann equations, and they are proportional.

Conversely, suppose the separate equations have proportional solutions. Scaled to unit current they become the same $\chi$, which satisfies \eqref{eq:common}. The variational principle for $P$ gives $\rho\le\langle\chi,P\chi\rangle=\rho_1+\rho_2$, and with the bound this is equality. The argument also holds when a $\rho_i$ is zero, provided \eqref{eq:common} itself is taken as the condition.

\emph{Limit.} Proportional solutions do not require proportional operators. Compare the forward-weighted elastic scattering of \eqref{eq:tau} with isotropic elastic scattering of the same $\Gamma(\varepsilon)$. The isotropic kind has $\tau=1/\Gamma$, so the two solutions differ by a factor of two at every energy. In the model below the separate values are $94.14$ and $188.28\ \Omega$, and the joint value equals their sum, $282.42\ \Omega$. Yet the operators are not proportional. On $\cos\theta$ the forward-weighted one gives $w\Gamma/2$ and the isotropic one $w\Gamma$, while on $\cos2\theta$ both give $w\Gamma$, because the average of $[1+\cos(\theta-\theta')]\cos2\theta'$ over $\theta'$ vanishes. On the six-angle grid used below, the forward-weighted matrix differs from the closest multiple of the isotropic one by 29 per cent of its own Frobenius norm, a figure that depends on the number of angles.

\section{Impurities and phonons in two dimensions}

The model is an electron gas with mass $0.1\,m_e$ at $300$ K and chemical potential $50$ meV, which gives a density of $2.23\times10^{16}\ \mathrm{m^{-2}}$. Impurities scatter elastically at the rate $\Gamma=2\times10^{12}\ \mathrm{s^{-1}}\times(50\ \mathrm{meV}/\varepsilon)$. Phonons of $30$ meV, with Bose occupation $N=0.456$, are emitted at the rate $(N+1)\times10^{12}\ \mathrm{s^{-1}}$ and absorbed at $N\times10^{12}\ \mathrm{s^{-1}}$, before Pauli factors. Emission requires a final state in the band. Both mechanisms carry the forward weight $1+\cos(\theta-\theta')$.

The operators are matrices on a grid of 120 energies and 6 angles. The sheet resistivities are
\begin{equation}
\rho_{\rm imp}=94.14\ \Omega,\qquad \rho_{\rm ph}=119.79\ \Omega,\qquad \rho=243.28\ \Omega .
\end{equation}
The separate values sum to $213.93\ \Omega$. The excess is $243.28-213.93=29.35\ \Omega$, or $13.7$ per cent of the sum. Evaluated separately, the two terms of \eqref{eq:excess} are $12.68\ \Omega$ for the impurities and $16.67\ \Omega$ for the phonons, which add up to the same excess. A grid twice as coarse in energy changes the joint value by $0.06\ \Omega$. In the limit of a fine energy step the resistivities quoted in this section move by up to $0.05\ \Omega$: $\rho_{\rm ph}$ becomes $119.81\ \Omega$, $\rho$ becomes $243.26\ \Omega$ and the excess $29.31\ \Omega$, still $13.7$ per cent. Following the nonlinear collision term in time to the steady state in a weak field reproduces the joint resistivity, a check that takes only its time step from the linear solver.

The cause is visible in the effective times $\psi/(ev_x)$, in ps:
\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ (meV) & impurities & phonons & both\\
27.5 & 0.55 & 2.21 & 0.52\\
52.5 & 1.05 & 1.48 & 0.60\\
102.5 & 2.05 & 1.17 & 0.71\\
202.5 & 4.05 & 1.02 & 0.80
\end{tabular}
\end{center}
The first impurity entry follows from \eqref{eq:tau}: $\Gamma=2\times10^{12}\times50/27.5=3.64\times10^{12}\ \mathrm{s^{-1}}$ and $2/\Gamma=0.55$ ps. Relative to each other, impurities favour current at high energy and phonons favour it at low energy. The two solutions are not proportional, so the excess must be positive.

The joint column is not obtained by adding inverse times. At $27.5$ meV that would give $1/(1/0.55+1/2.21)=0.44$ ps instead of $0.52$ ps. The phonon operator links $\psi$ at one energy to its values $30$ meV above and, where the band has states, $30$ meV below. Inverse times would add if the ratios of these values to the local one stayed as they are for phonons alone, but impurities change the ratios: the effective time at $57.5$ meV is $0.67$ times that at $27.5$ meV for phonons alone, and $1.20$ times with both mechanisms. The proof never assumed a relaxation time, so it covers this case.

The trial function $\eta\propto v_x$, a rigidly shifted Fermi distribution, illustrates the remark on fixed trial functions. It gives $129.70$, $125.82$ and $255.52\ \Omega$ for impurities, phonons and both. Each value lies above the corresponding minimum, and the first two add up to the third.

\section{Changing the balance}

Multiply the impurity rates by $\lambda$. Inserting the phonon minimizer $\chi_{\rm ph}$ in the joint functional gives $\rho\le\rho_{\rm ph}+\lambda\langle\chi_{\rm ph},P_{\rm imp}\chi_{\rm ph}\rangle$, so
\begin{equation}
0\le\rho-\lambda\rho_{\rm imp}-\rho_{\rm ph}\le
\lambda\left[\langle\chi_{\rm ph},P_{\rm imp}\chi_{\rm ph}\rangle-\rho_{\rm imp}\right].
\end{equation}
On a finite set of states the bracket is finite, so the excess vanishes as $\lambda\to0$. In this model the bracket depends on the grid: $\chi_{\rm ph}$ stays nonzero as $\varepsilon\to0$, fed by scattering in from $30$ meV above, while $\Gamma\propto1/\varepsilon$, so the bracket grows logarithmically as the energy step is refined. Inserting $\chi_{\rm imp}$ instead bounds it by $\langle\chi_{\rm imp},P_{\rm ph}\chi_{\rm imp}\rangle-\rho_{\rm ph}$, which does not depend on $\lambda$, while the sum grows with $\lambda$. The relative excess therefore vanishes at both ends. On the grid above, for $\lambda=0.1$, $0.3$, $1$, $3$ and $10$ it is $5.7$, $10.6$, $13.7$, $10.7$ and $5.2$ per cent of the sum. Refining the energy step lowers these figures by up to $0.03$ percentage points and moves the resistivities at $\lambda=0.1$ quoted below by about $0.02\ \Omega$ or less.

A small relative excess can still be comparable with the weaker contribution. At $\lambda=0.1$ the impurities alone would give $9.41\ \Omega$, but adding them to the phonons raises the resistivity by $136.53-119.79=16.74\ \Omega$, which is $1.8$ times as much.

The short circuit of the first section can be approached in the same model. Split the impurity scattering into one mechanism acting below $75$ meV and one acting above, and add to each a background of $0.001$ times the full impurity scattering. The separate resistivities are $0.13$ and $0.34\ \Omega$, while the joint one is $94.3\ \Omega$. The sum is a lower bound and can be a very poor estimate.

\section{Where the bound can fail}

The proof needs a common $f^0$, additive rates and a symmetric, non-negative $P$. If adding impurities changes the carrier density, the band or the phonons, then $P_1$ and $P_2$ are no longer those of the separate samples. Interference between the mechanisms spoils $W=W_1+W_2$. Phonon drag and a magnetic field lead to equations outside the form used here. A joint resistivity below the sum therefore shows that at least one assumption is violated.

The semiclassical description is a further condition. In this model $\hbar\Gamma$ exceeds $\varepsilon$ at the lowest energies, because $\Gamma\propto1/\varepsilon$. The resistivities above are thus properties of the stated Boltzmann model, not predictions for a particular material.

\section*{Calculated quantities}
\begin{verbatim}
effective mass: 0.10 m_e
temperature: 300 K, kT = 25.852 meV
chemical potential: 50 meV
sheet density: 2.2345e+16 m^-2
phonon energy: 30 meV, Bose occupation 0.4563
impurity out-rate at 50 meV: 2.0e+12 s^-1
phonon rate prefactor: 1.0e+12 s^-1
grid: step 5 meV up to 600 meV, 6 angles, 720 states
null vectors (impurity, phonon, joint): [120, 6, 6]
rho impurity alone: 94.138 ohm
rho impurity, continuum integral: 94.138 ohm
rho phonon alone: 119.790 ohm
sum of separate rho: 213.929 ohm
rho joint: 243.280 ohm
rho joint from time evolution: 243.280 ohm
excess: 29.3513 ohm = 13.720 percent of the sum
excess part from impurity form: 12.6776 ohm
excess part from phonon form: 16.6736 ohm
lowest random-trial functional / minimum: 1.00000129
trial v_x (impurity, phonon, joint): 129.701, 125.816, 255.517 ohm
effective times psi/(e v_x) (impurity, phonon, joint):
  at 27.5 meV: 0.5500, 2.2051, 0.5174 ps
  at 52.5 meV: 1.0500, 1.4782, 0.5964 ps
  at 102.5 meV: 2.0500, 1.1708, 0.7147 ps
  at 202.5 meV: 4.0500, 1.0166, 0.7984 ps
mismatch of common-solution condition, main case: 0.2132
equality case, rho isotropic impurities alone: 188.277 ohm
equality case, sum and joint: 282.415, 282.415 ohm
equality case, relative operator difference: 0.2928
equality case, mismatch below 1e-8: True
two groups: border 75 meV, background fraction 0.001
two groups, separate rho (low, high): 0.1300, 0.3400 ohm
two groups, joint rho: 94.327 ohm
impurity strength factor: separate sum, joint, excess
   0.1: 129.204 ohm, 136.526 ohm, 5.667 percent
   0.3: 148.032 ohm, 163.674 ohm, 10.567 percent
   1.0: 213.929 ohm, 243.280 ohm, 13.720 percent
   3.0: 402.206 ohm, 445.404 ohm, 10.740 percent
  10.0: 1061.175 ohm, 1115.977 ohm, 5.164 percent
10 meV grid, rho (impurity, phonon, joint): 94.139, 119.784, 243.343 ohm
\end{verbatim}
